Mass Action for Dopant–Vacancy Pairs in Hafnia

**1. A number to explain**

Take hafnia in which one cation in a hundred is a trivalent dopant, charge-compensated by oxygen vacancies, and let a vacancy gain 0.40 eV by sitting next to a dopant. At 900 K, where kT = 0.0776 eV, the simplest association model places 81% of the vacancies beside a dopant. If the pair had one possible orientation instead of eight, with the energy, concentrations and temperature held fixed, the figure would be 41%. The binding energy alone therefore does not fix the paired fraction. What matters is the balance between the energy gained by pairing and the number of places open to a free vacancy, and the orientations of the pair enter that balance directly.

**2. Model and conventions**

All concentrations are counted per cation site:

d = total dopants, v = total vacancies, p = pairs, s = anion sites.

Both d and v include paired and unpaired members. A pair is a vacancy on one of the z anion sites nearest to a dopant. Its binding energy E is positive when the pair is lower in energy than a widely separated dopant and vacancy.

In the fluorite structure, used here as an idealisation of hafnia, z = 8 and s = 2. Each cation has 8 anion neighbours and there are 2 anions per cation, so each anion has 8/2 = 4 cation neighbours. This ratio z/s will reappear.

The assumptions are:

- The vacancies are in thermal equilibrium, with fixed totals d and v.
- A dopant holds at most one vacancy, and the neighbour shells of different dopants do not overlap.
- Beyond the nearest shell there is no interaction.
- Pairing does not change the vibrational entropy. If it changes by ΔS, K below is multiplied by exp(ΔS/k).

A trivalent dopant on a tetravalent cation site has effective charge −1 and an oxygen vacancy has +2. If no other charges are present, neutrality requires v = d/2. The derivation leaves d and v independent.

**3. Counting the states**

Let the crystal contain N_D dopants, N_V vacancies and N_a anion sites. Suppose n vacancies are paired. The dopants that hold them can be chosen in C(N_D, n) ways, where C is the binomial coefficient. Each pair then chooses an orientation i with Boltzmann weight exp(E_i/kT), so each contributes a factor

G = Σ_i exp(E_i/kT),

which is z exp(E/kT) when all orientations have the same energy. The other N_V − n vacancies must lie outside the dopant shells, on F = N_a − zN_D sites. The total weight is

W(n) = C(N_D, n) Gⁿ C(F, N_V − n).

To find the most probable n, compare successive terms. The two binomial ratios are

C(N_D, n+1)/C(N_D, n) = (N_D − n)/(n + 1),

C(F, N_V−n−1)/C(F, N_V−n) = (N_V − n)/(F − N_V + n + 1).

Hence

W(n+1)/W(n) = G (N_D − n)(N_V − n) / [(n + 1)(F − N_V + n + 1)].

As n grows the numerator falls and the denominator rises, so W has a single maximum, where this ratio passes through one. In a large crystal the maximum gives the mean, and the added ones can be dropped. Dividing by the square of the number of cations gives

p (s − zd − v + p) = G (d − p)(v − p).  (1)

The bracket on the left is the number of empty sites available to free vacancies. When zd and v are much smaller than s, it reduces to s, and

p / [(d − p)(v − p)] = K,  K = G/s = (z/s) exp(E/kT).  (2)

This is the law of mass action for dopant + vacancy ⇌ pair. With concentrations per volume, the right-hand side becomes K/n_c, where n_c is the cation density.

At E = 0 the model gives K = z/s = 4, not zero. These are chance neighbours, which the definition counts as pairs. For d = 0.01 they amount to about 4% of the vacancies.

**4. The paired fraction**

Multiply (2) by (d − p)(v − p), divide by K and expand:

p/K = dv − (d + v)p + p²,

p² − Sp + dv = 0,  S = d + v + 1/K.

Call the left-hand side Q(p). At p = 0 it equals dv, which is positive. Let m be the smaller of d and v. Since (d − m)(v − m) = 0,

Q(m) = (d − m)(v − m) − m/K = −m/K < 0.

One root therefore lies between 0 and m, and the other lies above m, where there would be more pairs than members. The physical root is the smaller one, [S − √(S² − 4dv)]/2. Multiplying numerator and denominator by S + √(S² − 4dv) removes the difference of nearly equal numbers that arises when pairing is weak:

p = 2dv / [S + √(S² − 4dv)].  (3)

There are two paired fractions:

f_V = p/v for vacancies,  f_D = p/d for dopants.

They are equal only if d = v. With v = d/2, f_D = f_V/2, so at least half of the dopants remain unpaired however strong the binding.

The left-hand side of (2) increases with p, so p increases with K. For E > 0, K falls on heating, and the pairs dissociate.

**5. Limits**

*Weak pairing.* If K(d + v) ≪ 1, few members are used up, and (2) gives p ≈ Kdv. Then f_V ≈ Kd and f_D ≈ Kv. The vacancy fraction depends on the dopant concentration but not on the vacancy concentration.

*Strong pairing with excess dopants.* If d > v and K(d − v) ≫ 1, nearly all vacancies are bound. If the free vacancies are also few compared with the excess of dopants, v − p ≪ d − v, then setting p ≈ v everywhere except in the small difference v − p gives

1 − f_V ≈ 1/[K(d − v)].

The free fraction has activation energy E in this limit. In the example of section 6 the limit is reached at 358 K, but at 900 K, where K(d − v) is only 3.5, the slope corresponds to 0.29 eV.

*Strong pairing with equal numbers.* If d = v, as for a divalent dopant of charge −2 compensated by vacancies, (2) reads p/(d − p)² = K. For p ≈ d this gives d − p ≈ √(d/K), so

1 − f_V ≈ 1/√(Kd).

The activation energy is now E/2, because each dissociation releases both a free vacancy and a free dopant able to capture one.

*Half pairing.* Put p = v/2 in (2). The factor v/2 cancels, leaving K(d − v/2) = 1, or

kT_half = E / ln{ s / [z(d − v/2)] }.  (4)

This requires d > v/2, so that there are enough dopants to hold half the vacancies, and z(d − v/2) < s, which holds in the dilute regime. Rearranged, (4) reads

E + kT_half ln z = kT_half ln[s/(d − v/2)].

The right-hand side is the free-energy cost of confining a vacancy to the available dopants when only one site is allowed beside each. The left-hand side is the binding energy plus the orientational term. Degeneracy thus acts as an additional binding free energy kT ln z, which at 900 K is 0.0776 × ln 8 = 0.16 eV.

**6. Worked example**

The parameters are round values: a = 0.51 nm for the cubic cell, d = 0.010, v = 0.005, E = 0.40 eV and an anneal at 900 K. With four cations per cell, n_c = 4/a³ = 3.0 × 10²² cm⁻³, so there are 3.0 × 10²⁰ dopants and 1.5 × 10²⁰ vacancies per cm³. Then

exp(E/kT) = 173.7,  K = 4 × 173.7 = 695,  1/K = 0.00144,

S = 0.010 + 0.005 + 0.00144 = 0.01644,

√(S² − 4dv) = √(0.0002702 − 0.0002000) = 0.00838,

p = 0.000100/(0.01644 + 0.00838) = 0.00403.

Therefore f_V = 0.81 and f_D = 0.40, with 1.2 × 10²⁰ pairs per cm³.

For the half-pairing temperature, d − v/2 = 0.0075 and s/[z(d − v/2)] = 2/0.060 = 33.3. Its logarithm is 3.51, so kT_half = 0.114 eV and T_half = 1324 K. With z = 1 the logarithm would be 5.59 and T_half would be 831 K. The anneal at 900 K lies between these two temperatures, which accounts for the contrast in the opening paragraph.

With the composition fixed, f_V is 0.98 at 600 K, 0.58 at 1200 K and 0.41 at 1500 K. At 358 K, a temperature of use, equilibrium would leave about 1 vacancy in 8550 free.

**7. Orientation in a field**

Let a field F (not the site count F of section 3) act along a cube axis while the dopant stays fixed. Four neighbour sites are displaced by +a/4 along the field and four by −a/4. A charge +2e changes its energy by −2eFa/4 on the first group and by the opposite amount on the second. With x = 2eFa/(4kT),

G = 4 exp(E/kT)(eˣ + e⁻ˣ) = 8 exp(E/kT) cosh x.

At 1 MV/cm and 358 K, x = 0.83 and cosh x = 1.36. The equilibrium population ratio of the two groups is e²ˣ = 5.2, a considerable bias. It takes the applied field as the field acting on the vacancy, and it requires hops around the dopant to be fast enough, which has not been calculated. Free vacancies drift in a field, so this G describes orientation within pairs and not a new equilibrium between paired and free vacancies.

**8. What the model leaves out**

Each estimate below uses the example at 900 K and should be compared with f_V = 0.81.

*Site blocking.* Solving (1) instead of (2) gives 0.811 instead of 0.806. Excluding free vacancies from the dopant shells slightly reduces their choice of sites.

*Dopants that are close together.* A Metropolis Monte Carlo calculation used 4000 cations, 40 frozen dopants and 20 vacancies. The energy was −E for each adjacent dopant, and no two vacancies could share a dopant. Averages over twelve runs gave a bound fraction of 0.815 ± 0.001 when the shells were kept apart and 0.819 ± 0.001 when the dopants were placed at random. The excess of 0.815 over the 0.811 of equation (1) is a finite-size effect: the exact sum over W(n) for 20 vacancies also gives 0.815 to 0.816. The total hardly changes, but in the random case about a tenth of all vacancies touch two or more dopants. The pair model gives a good total here while missing these clusters.

*The second shell.* There are 24 anion sites at 0.423 nm from the dopant, compared with 8 at 0.221 nm. If the binding falls as inverse distance, it is 0.21 eV in the second shell. Let G₂ = 24 exp(0.21 eV/kT), and let a dopant hold one vacancy in either shell. Both kinds of pair draw on the same free species, so K becomes (G + G₂)/s, and the pairs divide in the ratio G : G₂. The first shell then holds 67% of the vacancies and the second 17% (68% and 17% if free vacancies are kept out of both shells). What counts as paired now depends on where the line is drawn.

*Screening.* Other charged defects stabilise separated charges more than pairs. In linear Debye–Hückel theory, the potential around a charge q, in units of kT/e, is A exp[−κ(r − b)]/r outside the distance of closest approach b. Gauss's law at r = b requires a slope −q l_B/b², where l_B is the distance at which two unit charges interact with energy kT. This gives A = q l_B/(1 + κb). Subtracting the charge's own potential q l_B/b leaves −q l_B κ/(1 + κb) from the surrounding cloud. Building up the charge from zero introduces a factor 1/2, so the free energy is −q² l_B κ/[2(1 + κb)] in units of kT. Treat the pair as a single charge of +1, neglecting its dipole. The squared charges are then 1 for the dopant, 4 for the vacancy and 1 for the pair. Pairing therefore loses

(1 + 4 − 1) l_B κ/[2(1 + κb)] = 2 l_B κ/(1 + κb).

Here κ² = 4π l_B n_c[(d − p) + 4(v − p) + p]. Take a relative permittivity of 30, so that l_B = 0.62 nm, and set b = 0.423 nm. Solving numerically for p and κ together gives a screening length 1/κ of 0.48 nm, a binding loss of 0.11 eV and f_V = 0.56. This indicates a size and is not a corrected value: at distance b the dopant–vacancy attraction is 2l_B/b ≈ 2.9 in units of kT, too strong for a linear theory, and frozen dopants cannot rearrange to screen. The result depends on these choices: the same formula gives 0.46 with b = 0.221 nm, and 0.63 if only the free vacancies contribute to κ. It also overlaps with the second-shell estimate, so the two shifts should not be added.

*The binding energy.* Changing E to 0.30 or 0.50 eV gives 0.58 or 0.93.

*The polar phase.* Here a cation has seven oxygen neighbours. Half of the oxygen sites have three cation neighbours and half have four. If E is the same at both, but free vacancies occupy them with weights w₃ and w₄, then

K = exp(E/kT)(3w₃ + 4w₄)/(w₃ + w₄).

The prefactor lies between 3 and 4, and f_V between 0.76 and 0.81.

**9. Is equilibrium reached?**

A rough escape time for a bound vacancy is

τ = exp[(E_m + E)/kT]/ν,

where E_m is the migration barrier and ν = 10¹³ Hz is an assumed attempt frequency. The formula ignores the number of exits from the shell and the chance of an early return, so it gives only the order of magnitude. At 900 K this gives 0.14 μs for E_m = 0.7 eV and 4 ms for 1.5 eV, both short compared with an anneal lasting seconds. At 358 K the times are about 5 minutes and 6 × 10¹³ s.

Further pairing on cooling needs migration but not escape. Removing E from the exponent gives a time per hop at 358 K of about 1 ms for the lower barrier and 10⁸ s for the higher. With the lower barrier, pairing can continue at the temperature of use. With the higher, it stops during cooling, and the retained fraction belongs to some intermediate temperature set by the cooling rate. In this model it is then at least the 900 K value.

**10. Comparison with real capacitors**

Ferroelectric hafnia films are often doped with yttrium or lanthanum at levels from about one to ten per cent of the cations or more, so d = 0.01 is at the low end. The assumption of separate shells weakens quickly with doping: for random placement, the share of dopants with an anion neighbour in common with another dopant is 1 − (1 − d)¹², which is 11% at d = 0.01, 46% at 0.05 and 72% at 0.10. Anneals near 900 K and fields of order 1 MV/cm are in the usual range. The binding energy and the two barriers are round model inputs, not measured values for a particular film. The example also assumes that the nearest shell binds most strongly. Around large dopants such as yttrium and lanthanum, a vacancy may prefer the second shell; the pairs must then be counted mainly on its 24 sites, and few vacancies need sit directly beside a dopant. Real films also have grain boundaries, interfaces and electrodes that can exchange oxygen, so v need not equal d/2. If v exceeds d, f_V cannot exceed d/v in this model. Even in a uniform film, the assumption of independent charged defects fails at this doping, and the screening estimate suggests that this could move f_V from 0.81 to roughly 0.5–0.6. For such a film, equation (3) shows how pairing depends on energy, degeneracy and concentration, but a shift of that size changes even the first digit of f_V, so the value itself is only a rough guide.
